# Caesium valence removal energies from a frozen Dirac-Hartree-Fock core

## Problem

A caesium atom has one valence electron outside the closed 54-electron core of Cs$^+$. Describe it with the Dirac-Coulomb Hamiltonian restricted to positive-energy orbitals. The Breit interaction, radiative corrections and nuclear recoil are left out. The core orbitals are determined for the ion and then frozen.

1. Show how the energy needed to remove a valence electron is related to its orbital energy in the core field $V^{N-1}$, where $N=55$.
2. Find this energy for 6s, and for a few excited valence orbitals.
3. The measured 6s removal energy is roughly 0.14 hartree. Can a comparison with it prove Koopmans' theorem, and can relaxation of the core account for the difference?

For a first estimate, take the mean radius of the 6s orbital to be about 6 bohr. Hartree atomic units are used throughout.

## First estimate by scaling

Far from the core the electron sees a charge $55-54=1$. Suppose this unit charge acted everywhere, and ignore relativity. A bound s electron with radial function $u(r)$ and energy $-k^2/2$ then obeys

$$u''=\left(k^2-\frac{2}{r}\right)u,\qquad \int_0^\infty u^2\,dr=1 .$$

Multiply by $ru$ and integrate by parts. Since $u$ vanishes at both ends, $\int uu'\,dr=0$, and

$$-\int r u'^2dr=k^2\langle r\rangle-2 .$$

Multiply instead by $r^2u'$. The left side is $\frac12\int r^2(u'^2)'dr=-\int r u'^2dr$. On the right, $uu'=\frac12(u^2)'$, so another integration by parts gives

$$-\int r u'^2dr=-k^2\langle r\rangle+1 .$$

Equating the two right-hand sides yields $2k^2\langle r\rangle=3$. The removal energy $I=k^2/2$ therefore scales inversely with the size of the orbital:

$$I=\frac{3}{4\langle r\rangle}\approx\frac{3}{4\times 6}=0.125\ \text{hartree}.$$

The radius has to be supplied. With a pure unit charge, $u(0)=0$ holds only for $k=1/n$ with integer $n$, where $\langle r\rangle=3/(2k^2)=3n^2/2$. A radius of 6 bohr is the case $n=2$; at other radii the relation serves as an interpolation. A hydrogen 6s orbital would have $I=1/(2\cdot6^2)=0.014$ hartree and $\langle r\rangle=54$ bohr, so the label 6 alone gives the wrong scale. The caesium orbital penetrates the core, where the attraction is much stronger.

## Exact solution of the frozen-core model

### The energy difference

Let $h=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V_{\rm nuc}$, with the rest energy subtracted. A determinant of orthonormal orbitals has energy

$$E=\sum_a h_{aa}+\frac12\sum_{a,b}g_{ab},\qquad g_{ab}=\langle ab|ab\rangle-\langle ab|ba\rangle .$$

Here $g_{ab}=g_{ba}$ and $g_{aa}=0$: an electron does not repel itself. Add an orbital $v$ to the unchanged core. All terms between core electrons cancel in the difference, leaving

$$E[\text{core}+v]-E[\text{core}]
=h_{vv}+\frac12\sum_b(g_{vb}+g_{bv})+\frac12g_{vv}
=h_{vv}+\sum_b g_{vb}.$$

Define the core field by $\langle i|V|j\rangle=\sum_b(\langle ib|jb\rangle-\langle ib|bj\rangle)$ and set $F=h+V$. The difference is then $\langle v|F|v\rangle$.

Now make it stationary with respect to $v$, keeping $v$ normalized and orthogonal to the core. With multipliers $\varepsilon_v$ and $\lambda_b$,

$$F|v\rangle=\varepsilon_v|v\rangle+\sum_b\lambda_b|b\rangle .$$

The core orbitals obey $F|b\rangle=\varepsilon_b|b\rangle$ with the same $F$, because their self-terms cancel. Projecting on $b$ gives $\lambda_b=\langle b|F|v\rangle=\varepsilon_b\langle b|v\rangle=0$. Hence $F|v\rangle=\varepsilon_v|v\rangle$ and

$$\boxed{I_v=E[\text{core}]-E[\text{core}+v]=-\varepsilon_v}.$$

This is Koopmans' theorem in its frozen-core form. It is an identity between two energies of the model.

### The radial equations

Write each orbital as

$$\phi_{\kappa m}=\frac1r\begin{pmatrix}P\chi_{\kappa m}\\ iQ\chi_{-\kappa m}\end{pmatrix},\qquad j=|\kappa|-\tfrac12 .$$

With $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$, use $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$, $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa$ and $\sigma_r\chi_\kappa=-\chi_{-\kappa}$. Then

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\chi_\kappa
=-i\sigma_r\left[\frac{P'}{r}-\frac{P}{r^2}+\frac{(\kappa+1)P}{r^2}\right]\chi_\kappa
=\frac{i}{r}\left(P'+\frac{\kappa P}{r}\right)\chi_{-\kappa}.$$

Replacing $P$ by $iQ$ and $\kappa$ by $-\kappa$ gives the other block, with $i\cdot i=-1$. The eigenvalue equation becomes

$$c\left(-Q'+\frac{\kappa Q}{r}\right)+(V_{\rm nuc}+V)P=\varepsilon P,$$

$$c\left(P'+\frac{\kappa P}{r}\right)+(V_{\rm nuc}+V-2c^2)Q=\varepsilon Q .$$

For the core field, set $\rho_{ab}=P_aP_b+Q_aQ_b$ and expand the repulsion in multipoles, with

$$y_l[\rho](r)=\int_0^\infty\frac{r_<^l}{r_>^{l+1}}\rho(r')\,dr' .$$

Both components have the same angular matrix elements, since $\sigma_r^2=1$ and $\sigma_r$ commutes with functions of angle. A filled shell has a spherical density, so its direct term contains $l=0$ alone.

For exchange, expand the spinors in spin states of helicity $\lambda=\pm\frac12$ along $\hat{\mathbf r}$. Their amplitudes are rotation functions $D^{j*}_{m\lambda}$ times $\sqrt{(2j+1)/8\pi}$, up to phases. The multipole operator $C^l_q$ is $D^{l*}_{q0}$. The angular integral of three rotation functions is $4\pi$ times two 3j symbols. Inversion exchanges the two helicities, so their contributions are equal when $l_a+l_b+l$ is even and cancel otherwise. In the even case the prefactors combine as $2\cdot4\pi/8\pi=1$, giving

$$|\langle\kappa_a m|C^l_q|\kappa_b m'\rangle|^2=(2j_a+1)(2j_b+1)
\begin{pmatrix}j_a&l&j_b\\-m&q&m'\end{pmatrix}^2\Lambda_l,$$

$$\Lambda_l=\begin{pmatrix}j_a&l&j_b\\-\frac12&0&\frac12\end{pmatrix}^2 .$$

When $l_a+l_b+l$ is odd the matrix element vanishes, so $\Lambda_l$ is set to zero there, whatever the value of the 3j symbol. The sum over $m'$ and $q$ of the first squared symbol is $1/(2j_a+1)$. The filled shell therefore contributes $(2j_b+1)\Lambda_l$, whatever the value of $m$. Summing over core shells,

$$VP_v=\sum_b(2j_b+1)\left[y_0[\rho_{bb}]P_v-\sum_l\Lambda_l\,y_l[\rho_{bv}]P_b\right],$$

and the same formula with $P_v,P_b$ replaced by $Q_v,Q_b$ gives $VQ_v$. Outside the core the direct term is $54/r$. With the nuclear $-55/r$ it leaves $-1/r$, the tail assumed in the estimate.

### Caesium

The nucleus is a uniformly charged sphere of radius $1.158\times10^{-4}$ bohr. The radial functions are expanded in splines, and the core equations are iterated until the field reproduces itself. One diagonalization of $F$ for each $\kappa$ then gives the valence orbitals. Five s shells are occupied in the core, so 6s is the sixth positive-energy state with $\kappa=-1$.

Its orbital energy is the sum of the one-electron, direct and exchange parts:

$$\varepsilon_{6s}=-10.589731+10.486105-0.023742=-0.127368\ \text{hartree}.$$

Thus $I_{6s}=0.1274$ hartree, or 3.466 eV. The first two parts nearly cancel, leaving $-0.1036$ hartree. Exchange supplies the remaining 19% of the orbital energy, evaluated with this same orbital. A coarser spline grid changes $I_{6s}$ by $6\times10^{-6}$ hartree. The two large parts are less well converged than their sum: with a change of basis they move by about $10^{-5}$ hartree in opposite directions, so their last two digits are not significant.

The other removal energies are:

| Orbital | $-\varepsilon_v$ (hartree) |
|---|---:|
| 6p$_{1/2}$ | 0.08562 |
| 6p$_{3/2}$ | 0.08379 |
| 5d$_{5/2}$ | 0.06453 |
| 5d$_{3/2}$ | 0.06442 |
| 7s$_{1/2}$ | 0.05519 |

In this model 5d$_{5/2}$ is bound slightly more strongly than 5d$_{3/2}$, the reverse of the order found for 6p. This inversion belongs to the frozen-core model: in the measured caesium spectrum 5d$_{3/2}$ is the more strongly bound of the two.

The numerical check also computes $E[\text{core}]-E[\text{core}+v]$ from explicit sums over all magnetic substates. For the six orbitals it differs from $-\varepsilon_v$ by at most $7.7\times10^{-8}$ hartree.

### What freezing the core leaves out

Let $c_0,v_0$ be the frozen-core solution, and let $c_1,v_1$ minimize the energy of the whole atom with spherical shells. Define $I_\Delta=E[c_0]-E[c_1,v_1]$. Two comparisons bracket it:

- The frozen solution is a trial state for the atom, so $E[c_1,v_1]\le E[c_0,v_0]$ and $I_\Delta\ge-\varepsilon_{v_0}$.
- The relaxed core is a trial state for the ion, so $E[c_0]\le E[c_1]$ and $I_\Delta\le E[c_1]-E[c_1,v_1]=-\langle v_1|F_v|v_1\rangle$, where $F_v=h+V[c_1]$.

To find $c_1,v_1$, one must also allow mixing between a filled s shell and 6s. Let $F_c$ be $F_v$ plus the field of the 6s electron, averaged over spin. Under $\delta c=\eta v$, $\delta v=-\eta c$, with two electrons in $c$ and one in $v$,

$$\delta E=4\eta\langle v|F_c|c\rangle-2\eta\langle c|F_v|v\rangle
=2\eta\langle c|2F_c-F_v|v\rangle=0 ,$$

where the matrix elements are real.

The inequalities assume minima within a common positive-energy space. The Dirac operator is unbounded below, and the ion and atom fields define slightly different positive-energy spaces, so the bracket is tested numerically:

$$0.127368\le I_\Delta=0.127787\le0.128239\ \text{hartree}.$$

Spherical relaxation raises the removal energy by $0.127787-0.127368=0.000419$ hartree.

## Comparison

The scaling estimate, 0.125 hartree, lies 2% below the frozen-core value of 0.1274 hartree. Part of that closeness comes from the rounded radius. With the computed $\langle r\rangle=6.12$ bohr the estimate is $0.75/6.12=0.1225$ hartree, 4% below the frozen-core value. The unit-charge tail thus sets the scale of the energy once the size is known. The estimate does not give the size. Here it is taken from the full equations, which include the core region and exchange that the estimate omits.

The rough measured energy exceeds the frozen-core result by $0.14-0.1274\approx0.013$ hartree; with the measured value to three figures, 0.143 hartree, the gap is about 0.016 hartree. This does not contradict the theorem, and closer agreement would not have proved it, because the theorem relates two energies of the same model. Spherical core relaxation has the right sign but supplies only a few per cent of that rough gap: $0.000419/(0.14-0.1274)\approx3\%$, a ratio that is itself rough because the measured value is given to two figures. The rest lies outside this mean-field description, which averages the 6s field over spin and so omits spin polarization of the core, and which also omits electron correlation, including the non-spherical response of the core, as well as the interactions excluded at the start. The calculation does not divide the gap among them.

## Table of computed values

```
Nuclear charge Z: 55
Core electrons: 54
Mass number in nuclear radius: 133
Speed of light: 137.035999 a.u.
Nuclear sphere radius: 1.157526e-04 bohr
Box radius: 50.0 bohr
Splines per component, fine grid: 55
Splines per component, coarse grid: 45
Cs+ total energy: -7786.65252 hartree
Cs+ energy from explicit m sums: -7786.65256 hartree
6s1/2 removal, minus eigenvalue: 0.127368 hartree
6s1/2 removal, energy difference: 0.127368 hartree
7s1/2 removal, minus eigenvalue: 0.055187 hartree
7s1/2 removal, energy difference: 0.055187 hartree
6p1/2 removal, minus eigenvalue: 0.085616 hartree
6p1/2 removal, energy difference: 0.085616 hartree
6p3/2 removal, minus eigenvalue: 0.083785 hartree
6p3/2 removal, energy difference: 0.083785 hartree
5d3/2 removal, minus eigenvalue: 0.064420 hartree
5d3/2 removal, energy difference: 0.064420 hartree
5d5/2 removal, minus eigenvalue: 0.064530 hartree
5d5/2 removal, energy difference: 0.064530 hartree
Largest identity error: 7.7e-08 hartree
6s one-electron part of eigenvalue: -10.589731 hartree
6s direct part of eigenvalue: 10.486105 hartree
6s exchange part of eigenvalue: -0.023742 hartree
6s removal energy: 3.4659 eV
6s mean radius: 6.1195 bohr
Radius of asymptotic check: 29.975 bohr
Effective charge there: 1.000000 e
Far spline-kernel error, fine: 5.4e-06 e
Far spline-kernel error, coarse: 2.5e-04 e
6s removal on coarse grid: 0.127362 hartree
Relaxed atom total energy: -7786.78031 hartree
6s Delta-SCF removal: 0.127787 hartree
6s minus eigenvalue, relaxed atom core: 0.128239 hartree
Spherical core relaxation: 0.000419 hartree
Rough measured 6s removal (input): 0.14 hartree
Rough gap to frozen-core value: 0.01 hartree
```
